**Contact energy of H2+ with fixed and optimized 1s exponents**

For the trial state $\varphi_a+\varphi_b$ with common exponent $\zeta$ and proton separation $R$, the electronic energy at contact is $-1.5$ hartree for $\zeta=1$ and $-2$ hartree when $\zeta$ is optimized. The proton repulsion $1/R$ is excluded from these energies. The program asserts that the closed overlap, attraction and energy formulas agree with direct quadrature, and that the small-$R$ expansions agree with symbolic series. It also compares the optimized contact value with a radial diagonalization for nuclear charge 2, and the finite-$R$ energies with a two-centre diagonalization. The output shows the best exponent approaching 2 per bohr and a 13.6 eV contact error for the unit exponent. For a 200 eV proton meeting a free hydrogen atom head-on, the even-state closest approach is 0.114 Å with the unit exponent and 0.104 Å with the optimized one. The odd electronic state, which has equal weight in a real collision, turns back at 0.144 Å.

## Numerical verification

```python
"""
Result under test: for one electron and two fixed protons, the trial state
phi_a + phi_b built from 1s orbitals exp(-zeta*r) has electronic energy
-3/2 hartree at contact for zeta = 1, and -2 hartree, the exact united-atom
value, when the common exponent zeta is optimized.
Symbols: R = proton separation, zeta = orbital exponent, w = zeta*R,
S = overlap, J and K = attraction integrals divided by zeta.
Internal units are atomic units; printed numbers are mainly eV and angstrom.
The electronic energy excludes the proton repulsion 1/R.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Laguerre, Legendre
from numpy.polynomial.laguerre import laggauss
from numpy.polynomial.legendre import leggauss
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq, minimize_scalar

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
PROTON_MASS = const.m_p / const.m_e


def closed_integrals(w, exp=np.exp):
    overlap = exp(-w) * (1 + w + w**2 / 3)
    attraction_j = (1 - (1 + w) * exp(-2 * w)) / w
    attraction_k = exp(-w) * (1 + w)
    return overlap, attraction_j, attraction_k


def energy_coefficients(w, exp=np.exp):
    s, j, k = closed_integrals(w, exp)
    return (1 - s + 2 * k) / (2 * (1 + s)), (1 + j + 2 * k) / (1 + s)


def trial_energy(R, zeta):
    kinetic, attraction = energy_coefficients(zeta * R)
    return zeta**2 * kinetic - zeta * attraction


def optimized(R):
    """Global scan of the exponent followed by local refinement."""
    grid = np.linspace(0.05, 10.0, 400)
    i = int(np.argmin(trial_energy(R, grid)))
    assert 0 < i < len(grid) - 1
    res = minimize_scalar(lambda z: trial_energy(R, z), method="bounded",
                          bounds=(grid[i - 1], grid[i + 1]),
                          options={"xatol": 1e-10})
    return res.x, res.fun


def quadrature(R, zeta):
    """Integrals from their definitions on a spheroidal product grid."""
    a, w = R / 2, zeta * R
    x, wx = laggauss(12)
    eta, we = leggauss(30)
    xi = (1 + x / w)[:, None]
    eta = eta[None, :]
    weight = (wx * np.exp(x) / w)[:, None] * we[None, :]
    volume = 2 * np.pi * a**3 * (xi**2 - eta**2) * weight
    ra, rb = a * (xi + eta), a * (xi - eta)
    norm = np.sqrt(zeta**3 / np.pi)
    pa, pb = norm * np.exp(-zeta * ra), norm * np.exp(-zeta * rb)
    cosine = (ra**2 + rb**2 - R**2) / (2 * ra * rb)
    s = np.sum(volume * pa * pb)
    j = np.sum(volume * pa**2 / rb) / zeta
    k = np.sum(volume * pa * pb / ra) / zeta
    psi2 = (pa + pb)**2
    gradient2 = zeta**2 * (pa**2 + pb**2 + 2 * pa * pb * cosine)
    density = np.sum(volume * psi2)
    kinetic = 0.5 * np.sum(volume * gradient2) / density
    potential = -np.sum(volume * psi2 * (1 / ra + 1 / rb)) / density
    return s, j, k, kinetic, potential


def two_centre_energy(R, odd=False, n_xi=10, n_eta=5):
    """Lowest even or odd sigma state, diagonalized in spheroidal functions."""
    a = R / 2
    alpha = a * (1.0 if odd else 1.8)
    x, wx = laggauss(n_xi + 4)
    eta, we = leggauss(2 * n_eta + 4)
    xi, wxi = 1 + x / (2 * alpha), wx / (2 * alpha)
    f = np.array([Laguerre.basis(m)(x) for m in range(n_xi)])
    df = np.array([Laguerre.basis(m).deriv()(x) if m else 0 * x
                   for m in range(n_xi)])
    df = 2 * alpha * (df - f / 2)
    orders = [2 * i + int(odd) for i in range(n_eta)]
    g = np.array([Legendre.basis(n)(eta) for n in orders])
    dg = np.array([Legendre.basis(n).deriv()(eta) if n else 0 * eta
                   for n in orders])

    def gram(functions, weights):
        return (functions * weights) @ functions.T

    x0, g0 = gram(f, wxi), gram(g, we)
    ham = 0.5 * np.kron(gram(df, wxi * (xi**2 - 1)), g0)
    ham += 0.5 * np.kron(x0, gram(dg, we * (1 - eta**2)))
    ham -= 2 * a * np.kron(gram(f, wxi * xi), g0)
    metric = np.kron(gram(f, wxi * xi**2), g0)
    metric -= np.kron(x0, gram(g, we * eta**2))
    return eigh(ham, a**2 * metric, eigvals_only=True,
                subset_by_index=[0, 0])[0]


# Closed integrals and the complete energy against direct quadrature.
for R, zeta in [(0.3, 1.7), (1.0, 1.0), (2.0, 1.2)]:
    q = quadrature(R, zeta)
    assert np.allclose(q[:3], closed_integrals(zeta * R), atol=1e-9)
    assert abs(q[3] + q[4] - trial_energy(R, zeta)) < 1e-9

# Contact values, with the direct quadrature as an independent check.
R_CONTACT = 1e-5
unit_contact = trial_energy(R_CONTACT, 1.0)
best_zeta, best_contact = optimized(R_CONTACT)
assert abs(unit_contact + 1.5) < 1e-8
assert abs(best_contact + 2.0) < 1e-8
assert abs(best_zeta - 2.0) < 1e-5
unit_parts = quadrature(1e-3, 1.0)[3:]
best_parts = quadrature(1e-3, 2.0)[3:]
assert np.allclose(unit_parts, (0.5, -2.0), atol=1e-5)
assert np.allclose(best_parts, (2.0, -4.0), atol=1e-4)

# Radial diagonalization for a single nucleus of charge two.
step = 0.003
r = step * np.arange(1, 4001)
united = eigh_tridiagonal(1 / step**2 - 2 / r,
                          np.full(len(r) - 1, -0.5 / step**2),
                          select="i", select_range=(0, 0),
                          eigvals_only=True)[0]
assert abs(united - best_contact) < 1e-4

# A bounded exponent makes the optimized contact limit safe.
w_grid = np.geomspace(1e-4, 80, 4000)
A_grid, B_grid = energy_coefficients(w_grid)
ratio_bound = 8 / (1 - 4 * np.exp(-2) / 3)
assert np.max(B_grid / A_grid) < ratio_bound < 10

# Symbolic expansions and the order of the optimized remainder.
w = sp.symbols("w", positive=True)
A_sym, B_sym = energy_coefficients(w, sp.exp)
A_series = sp.series(A_sym, w, 0, 4).removeO()
B_series = sp.series(B_sym, w, 0, 4).removeO()
half, third = sp.Rational(1, 2), sp.Rational(1, 3)
assert sp.expand(A_series - (half - w**2 / 6 + w**3 / 6)) == 0
assert sp.expand(B_series - (2 - 2 * third * w**2 + 2 * third * w**3)) == 0
unit_series = sp.expand(A_series - B_series)
assert sp.expand(unit_series - (-3 * half + w**2 / 2 - w**3 / 2)) == 0


def remainder(R):
    return optimized(R)[1] + 2 - 8 * R**2 / 3 + 16 * R**3 / 3


order = np.log2(abs(remainder(0.02) / remainder(0.01)))
assert abs(order - 4) < 0.2

# Both trial energies approach the same separated-atom limit.
atom_energy = -0.5
assert abs(1 / 60 + trial_energy(60.0, 1.0) - atom_energy) < 1e-8
assert abs(1 / 60 + optimized(60.0)[1] - atom_energy) < 1e-4

print(f"Contact, unit exponent: {unit_contact:.6f} hartree"
      f" = {unit_contact * HARTREE:.3f} eV")
print(f"Contact, optimized: {best_contact:.6f} hartree"
      f" = {best_contact * HARTREE:.3f} eV")
print(f"Optimized contact exponent: {best_zeta:.5f} per bohr")
print(f"United atom, radial diagonalization: {united * HARTREE:.3f} eV")
print(f"Contact error of unit exponent:"
      f" {(unit_contact - best_contact) * HARTREE:.3f} eV")
for name, parts in [("unit", unit_parts), ("optimized", best_parts)]:
    print(f"Contact {name}: kinetic {parts[0] * HARTREE:.2f} eV,"
          f" potential {parts[1] * HARTREE:.2f} eV")
print(f"Interaction offset, unit:"
      f" {(unit_contact - atom_energy) * HARTREE:.3f} eV")
print(f"Interaction offset, optimized:"
      f" {(best_contact - atom_energy) * HARTREE:.3f} eV")
print(f"Order of optimized remainder in R: {order:.2f}")

print("Electronic energies: R (angstrom), exponent (1/bohr),"
      " unit, optimized, two-centre reference (eV)")
for distance in (0.05, 0.10, 0.20, 0.50, 1.00):
    R = distance / BOHR
    zeta, best = optimized(R)
    unit = trial_energy(R, 1.0)
    reference = two_centre_energy(R)
    larger = two_centre_energy(R, n_xi=14, n_eta=7)
    assert abs(reference - larger) < 1e-5
    assert -2 <= reference <= best + 1e-6
    assert best <= unit
    print(f"{distance:.2f}  {zeta:.4f}  {unit * HARTREE:.3f}"
          f"  {best * HARTREE:.3f}  {reference * HARTREE:.3f}")

# Head-on proton collision with a free hydrogen atom initially at rest.
lab_energy_ev = 200.0
temperature = 300.0
cm_energy_ev = lab_energy_ev / 2
cm_energy = cm_energy_ev / HARTREE


def closest(electronic_energy):
    return brentq(lambda R: 1 / R + electronic_energy(R)
                  - atom_energy - cm_energy, 0.05, 1.0, xtol=1e-11)


bare_R = 1 / cm_energy
unit_R = closest(lambda R: trial_energy(R, 1.0))
best_R = closest(lambda R: optimized(R)[1])
even_R = closest(two_centre_energy)
odd_R = closest(lambda R: two_centre_energy(R, odd=True))
odd_check = two_centre_energy(odd_R, odd=True, n_xi=14, n_eta=7)
assert abs(two_centre_energy(odd_R, odd=True) - odd_check) < 1e-5
unit_estimate = 1 / (cm_energy - unit_contact + atom_energy)
best_estimate = 1 / (cm_energy - best_contact + atom_energy)
assert abs(unit_estimate / unit_R - 1) < 0.03
assert abs(best_estimate / best_R - 1) < 0.03
assert best_R < unit_R < bare_R

print(f"Proton laboratory energy: {lab_energy_ev:.1f} eV")
print(f"Centre-of-mass energy: {cm_energy_ev:.1f} eV")
for name, distance in [
        ("bare Coulomb", bare_R), ("unit exponent", unit_R),
        ("optimized exponent", best_R), ("even reference", even_R),
        ("odd reference", odd_R), ("unit contact estimate", unit_estimate),
        ("optimized contact estimate", best_estimate)]:
    print(f"Closest approach, {name}: {distance * BOHR:.5f} angstrom")

# Sizes of effects outside the fixed-nucleus trial calculation.
trial_error = (optimized(best_R)[1] - two_centre_energy(best_R)) * HARTREE
speed_ratio = np.sqrt(2 * lab_energy_ev / HARTREE / PROTON_MASS)
reduced_wavelength = BOHR / np.sqrt(PROTON_MASS * cm_energy)
thermal_ev = const.k * temperature / const.e
thermal_spread = np.sqrt(2 * lab_energy_ev * thermal_ev) / 2
mass_factor = 2 * PROTON_MASS / (1 + 2 * PROTON_MASS)
mass_shift = 2 * (1 - mass_factor) * HARTREE
light_speed = 1 / const.alpha
dirac = light_speed**2 * (np.sqrt(1 - (2 * const.alpha)**2) - 1)
relativistic_shift = (dirac + 2) * HARTREE
print(f"Trial-function error at optimized turning point: {trial_error:.4f} eV")
print(f"Initial proton speed / hydrogen electron speed: {speed_ratio:.4f}")
print(f"Reduced nuclear wavelength: {reduced_wavelength:.5f} angstrom")
print(f"Target temperature: {temperature:.0f} K")
print(f"Thermal spread of collision energy: {thermal_spread:.3f} eV")
print(f"United-atom finite-mass shift: {mass_shift:.4f} eV")
print(f"United-atom relativistic shift: {relativistic_shift:.4f} eV")
print("all tests passed")
```

Running it gives:

```
Contact, unit exponent: -1.500000 hartree = -40.817 eV
Contact, optimized: -2.000000 hartree = -54.423 eV
Optimized contact exponent: 2.00000 per bohr
United atom, radial diagonalization: -54.422 eV
Contact error of unit exponent: 13.606 eV
Contact unit: kinetic 13.61 eV, potential -54.42 eV
Contact optimized: kinetic 54.42 eV, potential -108.85 eV
Interaction offset, unit: -27.211 eV
Interaction offset, optimized: -40.817 eV
Order of optimized remainder in R: 4.04
Electronic energies: R (angstrom), exponent (1/bohr), unit, optimized, two-centre reference (eV)
0.05  1.9818  -40.706  -53.887  -53.888
0.10  1.9427  -40.413  -52.645  -52.651
0.20  1.8447  -39.457  -49.354  -49.399
0.50  1.5614  -35.462  -39.964  -40.238
1.00  1.2620  -29.276  -30.341  -30.780
Proton laboratory energy: 200.0 eV
Centre-of-mass energy: 100.0 eV
Closest approach, bare Coulomb: 0.14400 angstrom
Closest approach, unit exponent: 0.11365 angstrom
Closest approach, optimized exponent: 0.10365 angstrom
Closest approach, even reference: 0.10364 angstrom
Closest approach, odd reference: 0.14380 angstrom
Closest approach, unit contact estimate: 0.11319 angstrom
Closest approach, optimized contact estimate: 0.10226 angstrom
Trial-function error at optimized turning point: 0.0075 eV
Initial proton speed / hydrogen electron speed: 0.0895
Reduced nuclear wavelength: 0.00644 angstrom
Target temperature: 300 K
Thermal spread of collision energy: 1.608 eV
United-atom finite-mass shift: 0.0148 eV
United-atom relativistic shift: -0.0029 eV
all tests passed
```
